\section*{Removing relaxation ripple from defect potential alignment with neutral-atom wells}

\section{Definitions and conventions}

A charged point defect is computed in a periodic supercell. To place its energy on the scale of the perfect crystal, one compares the electrostatic potential far from the defect with that of a bulk cell. Relaxation displaces the atoms, and the difference of the two potentials then oscillates even far away. Here most of the oscillation is removed without changing the number being sought, provided the subtracted atomic wells do not reach the points where that number is read.

The algebra is in atomic units; numbers are in eV and angstrom. The symbol $V$ denotes the potential energy of an electron, so a positive charge density $\rho$ gives
\begin{equation}
\nabla^2V=4\pi\rho ,\qquad V_{\mathbf k}=-\frac{4\pi\rho_{\mathbf k}}{k^2}.
\label{poisson}
\end{equation}
The bulk cell $B$ and the defect cell $D$ are the same cube, of edge $L$ and volume $\Omega=L^3$. Each potential has zero cell average: its $\mathbf k=0$ coefficient is dropped. The defect has charge $q$, positive when electrons are missing. Screening is linear, with constant $\varepsilon$. The model potential $V_m$ is that of a periodic Gaussian charge $q/\varepsilon$ of width $\beta_m$, also with zero average. With $\Delta V=V_D-V_B$, the alignment constant is
\begin{equation}
C=\Delta V-V_m\quad\text{at interstitial points far from the defect.}
\end{equation}

A neutral atom is modelled by a Gaussian nucleus of charge $Z$ and width $s_n$, and a Gaussian cloud of charge $-Z$ and width $s_e>s_n$. A unit Gaussian charge of width $s$ has the potential $\operatorname{erf}(r/\sqrt2 s)/r$. Using $\operatorname{erf}=1-\operatorname{erfc}$, the electron sees the well
\begin{equation}
w(r)=-\frac Zr\left[\operatorname{erfc}\frac{r}{\sqrt2 s_e}-\operatorname{erfc}\frac{r}{\sqrt2 s_n}\right].
\end{equation}
The $1/r$ parts have cancelled, so $w$ is short-ranged. Its volume integral $w_0$ is the $k\to0$ limit of its Fourier transform:
\begin{equation}
w_0=\lim_{k\to0}\frac{-4\pi Z}{k^2}\left(e^{-k^2s_n^2/2}-e^{-k^2s_e^2/2}\right)=-2\pi Z(s_e^2-s_n^2).
\label{w0}
\end{equation}

\section{Two atoms by hand}

Take a bulk cell with two neutral atoms at $\mathbf R_1$ and $\mathbf R_2$. To make the defect, remove atom 2 and let atom 1 move by $\mathbf u$. There is no defect charge yet. Each well, summed over periodic images, has cell average $w_0/\Omega$, which the zero-average convention subtracts:
\begin{align}
V_B&=w(\mathbf r-\mathbf R_1)+w(\mathbf r-\mathbf R_2)-\frac{2w_0}{\Omega},\\
V_D&=w(\mathbf r-\mathbf R_1-\mathbf u)-\frac{w_0}{\Omega}.
\end{align}
Images are implied. Subtracting,
\begin{equation}
\Delta V=\underbrace{w(\mathbf r-\mathbf R_1-\mathbf u)-w(\mathbf r-\mathbf R_1)}_{\text{ripple}}-w(\mathbf r-\mathbf R_2)+\frac{w_0}{\Omega}.
\label{two}
\end{equation}
Where no well reaches, $\Delta V=w_0/\Omega$, whatever $\mathbf u$ is. Near atom 1 the ripple is $-\mathbf u\cdot\nabla w$ to first order, and it is large because the field near a nucleus is large.

Now subtract from each potential the wells at that cell's own nuclei. This leaves $S_B=-2w_0/\Omega$ and $S_D=-w_0/\Omega$, so
\begin{equation}
\Delta S=S_D-S_B=\frac{w_0}{\Omega}
\end{equation}
at every point. The ripple has gone and the far value is unchanged. Two variations go wrong:
\begin{itemize}
\item If atom 1's well is left at $\mathbf R_1$ in both cells, it cancels between them and the ripple stays.
\item If the wells are first given zero cell average, then $S_B=S_D=0$ and the offset is lost.
\end{itemize}

\section{The general procedure}

For each cell $X=B,D$ define
\begin{equation}
S_X(\mathbf r)=V_X(\mathbf r)-\sum_{i\in X}w_i(\mathbf r-\mathbf R_i^X),
\qquad \Delta S=S_D-S_B,
\end{equation}
where the sum includes images and $w_i$ belongs to the species of atom $i$. Then
\begin{equation}
\Delta S-\Delta V=-T,\qquad
T=\sum_{i\in D}w_i(\mathbf r-\mathbf R_i^D)-\sum_{i\in B}w_i(\mathbf r-\mathbf R_i^B).
\label{tail}
\end{equation}
This identity does not require the crystal to be a sum of neutral atoms. If all wells vanish at $\mathbf r$, then $T=0$ and the offset is preserved there. With Gaussian tails it is preserved up to $T$, which can be evaluated directly. The steps are:
\begin{enumerate}
\item Compute $V_B$ and $V_D$ with the same convention for the zero.
\item Build the wells in real space, decaying to zero, on the actual nuclei of each cell. Keep their cell average.
\item Form $\Delta S-V_m$ and read $C$ at far interstitial sites.
\item Evaluate $T$ there. If it is not small compared with the accuracy wanted, use a larger cell, or shorter wells, which may leave more ripple.
\item Compare the site value with a smoothed planar average. A difference can come from strain combined with imperfect wells, as derived below, or from a model potential with the wrong screening. In the example below, using $\varepsilon=11$ instead of 12 in $V_m$ gives a difference of $0.0024$ eV from the average over the far sites even without relaxation, and the site values themselves then spread by about $0.002$ eV.
\end{enumerate}
The method fails as a pointwise statement if no sampling site lies beyond the wells.

\section{What the offset contains}

The worked crystal is a diamond lattice with a vacancy at the origin. Its atoms are rigid and neutral, with cloud width $s_c$; the subtracted wells have a different cloud width $s_f$, so they are deliberately imperfect. Write $w_0^c$ and $w_0^f$ for the two integrals. The vacancy also carries a screened Gaussian charge $q/\varepsilon$ of width $\beta_d$.

As in the two-atom cell, one missing atom contributes $w_0^c/\Omega$. The defect charge and the model charge have the same total, so their potentials differ by a short-range function whose integral is
\begin{equation}
\lim_{k\to0}\frac{-4\pi q}{\varepsilon k^2}\left(e^{-k^2\beta_d^2/2}-e^{-k^2\beta_m^2/2}\right)
=\frac{2\pi q}{\varepsilon}(\beta_d^2-\beta_m^2).
\end{equation}
Removing its cell average leaves minus this integral divided by $\Omega$ far away. Hence
\begin{equation}
C=\frac{w_0^c}{\Omega}-\frac{2\pi q}{\varepsilon\Omega}(\beta_d^2-\beta_m^2).
\label{C}
\end{equation}
In this model $C$ does not depend on the displacements and falls as $1/\Omega$.

The cell has 216 bulk sites and $L=16.29$ angstrom, so $\Omega=4323$ angstrom$^3$. The widths are $s_n=0.30$, $s_c=0.55$, $s_f=0.60$, $\beta_d=1.50$ and $\beta_m=1.00$ angstrom; $Z=4$, $q=2$ and $\varepsilon=12$. The missing atom gives $-76.90/4323=-0.0178$ eV and the charge term gives $-0.0044$ eV, so \eqref{C} predicts $-0.0222$ eV. Explicit reciprocal-space sums, averaged over 19 far tetrahedral interstitial sites, give $-0.02219$ eV before subtraction and $-0.02202$ eV after it. The largest change at any of these sites is $0.00017$ eV.

Giving the wells zero cell average would shift the result by $-w_0^f/\Omega=97.71/4323=0.0226$ eV. The missing atom's contribution would be lost. The apparent offset would be $0.0006$ eV; that it is so close to zero is an accident of the chosen widths, because the well mismatch, $(w_0^c-w_0^f)/\Omega=0.0048$ eV, nearly cancels the charge term of $-0.0044$ eV.

\section{Ripple and strain}

\subsection{The displacement field}

The atoms are displaced by a prescribed elastic-like field $\mathbf u=-A\nabla\phi$, where $\phi$ is the periodic potential of a smoothed unit source $\delta_s$ with a uniform background:
\begin{equation}
\nabla^2\phi=-4\pi\left(\delta_s-\frac1\Omega\right),\qquad
\nabla\cdot\mathbf u=4\pi A\left(\delta_s-\frac1\Omega\right).
\label{u}
\end{equation}
Close to the defect, but outside the smoothing, $\mathbf u\approx A\mathbf r/r^3$. The background is needed because the cell volume is fixed: outward motion near the defect compresses the rest. At the nearest neighbours the smoothing and the background reduce the field to $0.85A/r^2$, so a shift of 0.15 angstrom there requires $A=0.9745$ angstrom$^3$. The far volume strain is
\begin{equation}
e=-\frac{4\pi A}{\Omega}=-\frac{12.57\times0.9745}{4323}=-0.00283 .
\end{equation}

This strain explains the small change at the sampling sites. About a tetrahedral site, each shell of atoms with distance $d_s$ and unit vectors $\mathbf n$ has $\sum\mathbf n=0$ and $\sum n_an_b\propto\delta_{ab}$. A uniform shift and a shear therefore cancel to first order, and a shell of $N_s$ atoms contributes $N_sw'(d_s)d_s\,e/3$ to $T$. Since $w'>0$ and $e<0$, $T$ is negative and subtraction raises the site value, as found.

\subsection{The planar ripple}

Average over planes normal to $z$. Over a whole plane of the periodic cell the lateral derivatives of $\mathbf u$ average to zero, so far from the source \eqref{u} gives $d\bar u_z/dz=e$. This concerns the mean only: single atoms in a layer can deviate from it by more than the mean itself. Symmetry makes $\bar u_z$ vanish at $z=L/2$; thus $\bar u_z=e(z-L/2)$ in the far region.

Let $W(z)=\int w\,dx\,dy$. For layers at $z_l$ with spacing $d=a/4$, atomic density $n=8/a^3$ and areal density $nd$, the first-order planar change is
\begin{equation}
\delta\bar V(z)=-nd\sum_l u_l\,W'(z-z_l),\qquad u_l=e(z_l-L/2).
\label{ripple}
\end{equation}
Subtraction replaces $w$ by the mismatch $w^c-w^f$. The nuclear field, the largest part, cancels.

The window extends 2.715 angstrom to each side of $z=L/2$ and is the same in all the comparisons. Ripple means maximum minus minimum there. It is below $10^{-5}$ eV without relaxation and $0.0624$ eV with it. Wells on the actual nuclei reduce it to $0.0037$ eV, a factor of 17. Wells on ideal sites leave $0.0624$ eV: the two well sums then differ by the missing atom's well alone, which does not reach this window.

The size of the reduction can be estimated from the first harmonic of the layer structure, $g=2\pi/d=4.63$ per angstrom with $a=5.43$ angstrom. By \eqref{poisson}, a Gaussian of width $s$ contributes in proportion to $f(s)=e^{-g^2s^2/2}$. The values are $f(0.30)=0.381$, $f(0.55)=0.039$ and $f(0.60)=0.021$, so
\begin{equation}
\frac{f(s_n)-f(s_c)}{f(s_c)-f(s_f)}\approx\frac{0.342}{0.018}=19 .
\end{equation}
This is close to the computed 17; the estimate treats neighbouring layers as equally displaced, whereas $u_l$ changes from layer to layer.

\subsection{Why smoothing alone gives another number}

It is tempting to smooth the raw planar curve instead. Average \eqref{ripple} over an interval of length $D=2d$ beginning at $z_1$:
\begin{equation}
\langle\delta\bar V\rangle_D=-\frac{nd}{D}\sum_l u_l\left[W(z_1+D-z_l)-W(z_1-z_l)\right].
\end{equation}
In the first term relabel the layers by $z_l\to z_l+D$, which changes $u_l$ to $u_l+eD$. The terms in $u_l$ cancel and leave
\begin{equation}
\langle\delta\bar V\rangle_D=-e\,nd\sum_lW(z_1-z_l).
\end{equation}
A second average, over $z_1$, replaces the periodic sum by $w_0/d$. Therefore
\begin{equation}
\langle\delta\bar V\rangle_{DD}=-e\,n\,w_0=\frac{4\pi A}{\Omega}\,n\,w_0 .
\label{strain}
\end{equation}
Compression packs more wells into the volume and lowers the average, while the potential between these rigid, neutral, spherical atoms does not follow.

With $n=0.0500$ per angstrom$^3$, \eqref{strain} gives $0.00283\times0.0500\times(-76.90)=-0.0109$ eV for the raw curve relative to the interstitial value. The computed difference is also $-0.0109$ eV, about half the size of $C$. After subtraction the relevant integral is $w_0^c-w_0^f=20.81$ eV angstrom$^3$. The formula then gives $0.0029$ eV and the computation $0.0028$ eV. Preservation is thus a statement about interstitial points, not about averages that include atomic cores.

\section{A polar crystal}

If displaced ions screen the defect, their long-range field is physical and must remain. Give the two sublattices additional charges $\pm z_i$ and displace them by $\pm\mathbf u$. Each sublattice has density $n/2$, so both contribute with the same sign and $\mathbf P=nz_i\mathbf u$. The bound charge density is
\begin{equation}
-\nabla\cdot\mathbf P=Q\left(\delta_s-\frac1\Omega\right),\qquad Q=-4\pi nz_iA .
\end{equation}
Far from the source the planar-averaged density is $-Q/\Omega$. Integrating \eqref{poisson} twice, with zero slope at $L/2$ by symmetry, gives
\begin{equation}
\bar V(z)-\bar V(L/2)=-\frac{2\pi Q}{\Omega}\left(z-\frac L2\right)^2 .
\end{equation}

For $z_i=1$ and a reduced strength $A=0.2923$ angstrom$^3$, $Q=-0.184$. Comparing the relaxed and unrelaxed vacancy cells isolates the ionic response. After subtraction of the neutral wells, the drop from $z=L/4$ to $L/2$ is $0.0647$ eV; the potential of the bound charge gives $0.0637$ eV. The two agree within 2 percent, so the screening field has survived. Both planes are atomic layers, where the leftover ripple is small because $W'$ is odd; between layers the agreement would be less close. The model potential for a relaxed polar crystal must include this ionic screening, or $\Delta S-V_m$ will not become flat.

\section{The energy correction}

The formation energy contains $q$ times the reservoir level, measured on the bulk scale. Apart from the long-range part, the defect cell's potential lies $C$ above that of the bulk. On the defect cell's scale the reservoir level is therefore raised by $C$, and the alignment term is $+qC$. The total correction is
\begin{equation}
E_{\rm corr}=E_{\rm lat}+qC,\qquad
E_{\rm lat}=\frac{q^2}{2\sqrt\pi\,\varepsilon\beta_m}
-\frac{2\pi q^2}{\varepsilon\Omega}\sum_{\mathbf k\ne0}\frac{e^{-k^2\beta_m^2}}{k^2},
\end{equation}
the energy of a Gaussian charge $q$ in its own screened potential, isolated minus periodic.

The sign can be checked, because the arbitrary width $\beta_m$ must drop out. For $\beta_m\ll L$, replacing the full sum by an integral gives
\begin{equation}
\sum_{\mathbf k\ne0}e^{-k^2\beta_m^2}\approx\frac{\Omega}{8\pi^{3/2}\beta_m^3}-1 .
\end{equation}
Differentiating $E_{\rm lat}$ with respect to $\beta_m^2$ then yields
\begin{equation}
\frac{dE_{\rm lat}}{d\beta_m^2}
=-\frac{q^2}{4\sqrt\pi\,\varepsilon\beta_m^3}
+\frac{2\pi q^2}{\varepsilon\Omega}\left(\frac{\Omega}{8\pi^{3/2}\beta_m^3}-1\right)
=-\frac{2\pi q^2}{\varepsilon\Omega}.
\end{equation}
From \eqref{C}, $d(qC)/d\beta_m^2=+2\pi q^2/(\varepsilon\Omega)$, which cancels it. With $-qC$ the total would depend on $\beta_m$.

For $\beta_m=1.0$ angstrom the terms are $0.4110$ and $-0.0440$ eV, with sum $0.3670$ eV. For $1.6$ angstrom they are $0.4001$ and $-0.0332$ eV, and the sum is the same to within $0.0001$ eV.

\section{Cell size and the real material}

Raising the reciprocal cutoff index from 48 to 60 changes the offset by about $10^{-8}$ eV. In a 512-site cell, with $A$ fixed, the offset is $-0.0093$ eV. This agrees with $1/\Omega$ scaling: $-0.0220\times216/512=-0.0093$ eV. The change of $0.0127$ eV between the cells is a property of the zero-average convention and the defect, not a numerical error.

The lattice constant, valence and dielectric constant are rough silicon-like values. The widths, the defect charge distribution and the outward shift are chosen for the model; they do not predict the structure of a silicon vacancy, whose relaxation may also lower the tetrahedral symmetry. The clouds are also much tighter than that of a real atom. The spherically averaged well of a free silicon atom has an integral of about $-270$ eV angstrom$^3$, and at 2.35 angstrom, the distance from a tetrahedral site to its nearest atoms, it is still about $-0.2$ eV, against $-0.002$ eV here. Used as the subtracted well in the same displacement field, it gives $T\approx-0.008$ eV at the far sites (between $-0.0077$ and $-0.0085$ eV, depending on method and basis), some fifty times the value found above. With free-atom wells $T$ is therefore not negligible in a cell of this size and must be evaluated. Real silicon breaks the assumption of rigid spherical atoms by gathering charge in its bonds. Placing 0.20 electrons in each bond, and letting them follow the atoms, moves the offset after subtraction to $-0.0278$ eV, a change of $-0.0058$ eV. With the displacements set to zero, about $-0.0035$ eV of this change remains; the rest appears when the atoms and bonds move. Unlike that of the rigid neutral atoms, the offset of the bonded crystal therefore depends on the displacements. The subtraction did not cause the change: it alters the site values only by $T$, as before.

The remaining ripple falls to $0.0014$ eV in that case, although the crystal is less like a sum of free atoms. The first harmonic explains this. Per atom, the cloud mismatch is $4(0.039-0.021)=0.072$. Moving 0.4 electrons from the cloud to bond centres of width 0.50 angstrom, halfway between layers, reverses their phase and reduces it by $0.4\,[0.039+f(0.50)]=0.043$, with $f(0.50)=0.069$. The predicted ratio is $0.029/0.072=0.40$; the computed one is $0.38$. A small ripple is therefore no proof that the wells describe the crystal well.

Two other effects matter for the energy. Taking $\varepsilon=11$ instead of 12 raises $E_{\rm lat}$ by $0.037$ eV. With a rough deformation potential of 2 eV, the far volume strain moves a band edge by about $0.006$ eV, hence $qC$-like terms by about $0.011$ eV for $q=2$. This counts the volume strain only; the shear strain of the same field reaches $0.0014$ at the sampling sites and $0.007$ at the centre of a cell face, and it shifts and splits band edges locally through its own deformation potentials. Potential subtraction does not remove that elastic finite-size effect. The numerical output below gives the main values used here.

\section*{Calculated quantities}
\begin{verbatim}
lattice constant (rough, silicon-like): 5.43 angstrom
cell edge: 16.29 angstrom
sites in bulk cell: 216; far interstitial sites sampled: 19
valence 4, defect charge +2 e, dielectric constant 12
widths nucleus/crystal cloud/well cloud: 0.30 0.55 0.60 angstrom
widths defect charge/model charge: 1.50 1.00 angstrom
outward shift of nearest neighbours: 0.15 angstrom
displacement strength A: 0.9745 angstrom^3
far volume strain: -0.002833 (no unit)
integral of crystal-atom well: -76.90 eV angstrom^3
integral of subtracted well: -97.71 eV angstrom^3
offset predicted by formula: -0.02215 eV
offset at far sites, raw: -0.02219 eV
offset at far sites, wells subtracted: -0.02202 eV
largest change of a site value by subtraction: 0.000171 eV
spread of site values, raw: 0.000001 eV
spread of site values, wells subtracted: 0.000003 eV
far-window half width: 2.715 angstrom
planar ripple, unrelaxed: 0.000006 eV
planar ripple, relaxed, raw: 0.06240 eV
planar ripple, wells on actual nuclei: 0.00368 eV
planar ripple, wells on ideal sites: 0.06240 eV
ripple reduction factor: 17.0 (no unit)
smoothed minus interstitial, raw: -0.01092 eV
  same from strain formula: -0.01089 eV
smoothed minus interstitial, subtracted: 0.00283 eV
  same from strain formula: 0.00295 eV
offset if wells lose their G=0 part: 0.00058 eV
  shift so caused: 0.02260 eV
  shift from formula: 0.02260 eV
model-charge lattice correction: 0.4110 eV
alignment energy, charge times offset: -0.0440 eV
total correction: 0.3670 eV
lattice correction, model width 1.6 angstrom: 0.4001 eV
  alignment energy at that width: -0.0332 eV
  total correction at that width: 0.3670 eV
polar variant: ion charge: 1.0 e
polar variant: displacement strength: 0.2923 angstrom^3
polar variant: bound charge: -0.1836 e
polar variant: potential drop kept after subtraction: 0.06470 eV
polar variant: drop from bound charge: 0.06372 eV
neglected bonds: charge per bond: 0.20 electrons
neglected bonds: site offset: -0.02783 eV
neglected bonds: ripple raw: 0.06448 eV
neglected bonds: ripple after subtraction: 0.00141 eV
neglected bonds: smoothed minus interstitial: 0.00305 eV
rough band-edge deformation potential: 2.0 eV
neglected band-edge shift by far strain: 0.00567 eV
lattice-correction change if dielectric constant is 11: 0.0374 eV
offset shift, cutoff index 48 to 60: -1.3e-08 eV
512-site cell: offset, wells subtracted: -0.00929 eV
512-site cell: offset from formula: -0.00934 eV
offset change from 216 to 512 sites: 0.01273 eV
\end{verbatim}
